# Collinear and Noncollinear Hartree–Fock States of the Half-Filled Hubbard Triangle: a program that tests the result

```python
# Half-filled Hubbard triangle (3 sites, 3 electrons), hopping -t, repulsion U.
# Result under test, for U >> t:
#   collinear UHF (up, up, down):  E = -4 t^2/U   - 2 t^4/U^3      + ...
#   120-degree GHF:                E = -9 t^2/(2U) + 27 t^4/(8U^3) + ...
#   exact ground state:            E = -6 t^2/U   + O(t^4/U^3)
# The UHF state is a minimum among collinear determinants, a saddle among all.
# P = C C^dagger is the one-particle density matrix; index = site + 3*spin.
import numpy as np
from scipy.optimize import minimize, brentq

rng = np.random.default_rng(7)


def hopping(t):
    return np.kron(np.eye(2), -t * (np.ones((3, 3)) - np.eye(3)))


def energy_of_P(P, t, U):
    up, dn = np.diag(P)[:3].real, np.diag(P)[3:].real
    flip = np.diag(P[:3, 3:])
    return np.sum(hopping(t) * P.T).real + U * np.sum(up * dn - abs(flip)**2)


def fock(P, t, U):
    F = hopping(t).astype(complex)
    i = np.arange(3)
    F[i, i] += U * P[i + 3, i + 3]
    F[i + 3, i + 3] += U * P[i, i]
    F[i, i + 3] -= U * P[i, i + 3]
    F[i + 3, i] -= U * P[i + 3, i]
    return F


def projector(C):
    return C @ np.linalg.solve(C.conj().T @ C, C.conj().T)


def spinors(angles):
    """Local occupied and empty spinors, directions in the x-z plane."""
    occ, emp = np.zeros((6, 3)), np.zeros((6, 3))
    for i, a in enumerate(angles):
        occ[i, i], occ[i + 3, i] = np.cos(a / 2), np.sin(a / 2)
        emp[i, i], emp[i + 3, i] = -np.sin(a / 2), np.cos(a / 2)
    return occ, emp


def solve_uhf(t, U):
    """Collinear SCF; returns energy, occupied and empty orbitals."""
    P = np.diag([1., 1., 0., 0., 0., 1.]).astype(complex)
    for _ in range(1000):
        F = fock(P, t, U)
        vu = np.linalg.eigh(F[:3, :3])[1]
        vd = np.linalg.eigh(F[3:, 3:])[1]
        occ, emp = np.zeros((6, 3), complex), np.zeros((6, 3), complex)
        occ[:3, :2], occ[3:, 2] = vu[:, :2], vd[:, 0]
        emp[:3, 0], emp[3:, 1:] = vu[:, 2], vd[:, 1:]
        new = occ @ occ.conj().T
        change = np.max(abs(new - P))
        P = new
        if change < 1e-12:
            return energy_of_P(P, t, U), occ, emp
    raise RuntimeError("UHF not converged")


def solve_ghf(t, U):
    """General SCF started from the 120-degree product state."""
    occ = spinors([0, 2 * np.pi / 3, 4 * np.pi / 3])[0]
    P = (occ @ occ.T).astype(complex)
    for _ in range(1000):
        v = np.linalg.eigh(fock(P, t, U))[1]
        new = v[:, :3] @ v[:, :3].conj().T
        change = np.max(abs(new - P))
        P = new
        if change < 1e-12:
            return energy_of_P(P, t, U), v[:, :3], v[:, 3:]
    raise RuntimeError("GHF not converged")


def spin_vectors(P):
    f = np.diag(P[3:, :3])
    z = (np.diag(P)[:3] - np.diag(P)[3:]).real / 2
    return np.array([f.real, f.imag, z]).T


# ---- many-electron operators in the 64-dimensional Fock space ----
def annihilators():
    a, sign = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ops = []
    for k in range(6):
        m = np.eye(1)
        for j in range(6):
            m = np.kron(m, sign if j < k else a if j == k else np.eye(2))
        ops.append(m)
    return ops


c = annihilators()
number = [x.T @ x for x in c]
three = np.where(np.isclose(np.diag(sum(number)), 3))[0]
hop_unit = hopping(1.0)
T_many = sum(hop_unit[a, b] * c[a].T @ c[b]
             for a in range(6) for b in range(6) if hop_unit[a, b] != 0)
D_many = sum(number[i] @ number[i + 3] for i in range(3))
S_plus = sum(c[i].T @ c[i + 3] for i in range(3))
S_z = sum(number[i] - number[i + 3] for i in range(3)) / 2
S2_many = S_plus.T @ S_plus + S_z @ S_z + S_z


def exact_energy(t, U):
    H = t * T_many + U * D_many
    return np.linalg.eigvalsh(H[np.ix_(three, three)])[0]


def many_state(C):
    state = np.zeros(64, complex)
    state[0] = 1
    for k in range(3):
        state = sum(C[a, k] * c[a].T for a in range(6)) @ state
    return state


def expect(op, state):
    return np.vdot(state, op @ state).real


# ---- closed-form mean-field energies ----
def closed_uhf(t, U):
    def f(x):
        p, q = np.sin(x)**2
        return (t * (p - q) - np.sqrt(2) * t * np.sum(np.sin(2 * x))
                + U * (p + q - 1.5 * p * q))
    return minimize(f, [0.01, 0.01], method="BFGS", options={"gtol": 1e-6}).fun


def closed_ghf(t, U):
    def slope(d):
        return -1 - 2 * d / np.sqrt(d * d + 2.25 * t * t) + 6 * d / U
    d = brentq(slope, U / 4, U, xtol=1e-13)
    E = 0.75 * U + 3 * d * d / U - d - 2 * np.sqrt(d * d + 2.25 * t * t)
    return E, d


t, U = 1.0, 20.0
print(f"hopping t = {t:.1f} (energy unit), U = {U:.1f} t")
print("Energies in t; R = (E - leading term) U^3/t^4")
for u in (10.0, 20.0, 40.0, 80.0):
    eu, eg, ex = solve_uhf(t, u)[0], solve_ghf(t, u)[0], exact_energy(t, u)
    ru, rg, rx = (eu + 4 / u) * u**3, (eg + 4.5 / u) * u**3, (ex + 6 / u) * u**3
    print(f"U={u:.0f} t: UHF {eu:.7f}, GHF {eg:.7f}, exact {ex:.7f} t")
    print(f"   R: UHF {ru:.3f}, GHF {rg:.3f}, exact {rx:.3f}")
    assert abs(closed_uhf(t, u) - eu) < 1e-9
    assert abs(closed_ghf(t, u)[0] - eg) < 1e-9
    assert ex < eg < eu
    assert abs(rx) < 50
# remaining deviation is of relative order (t/U)^2
assert abs(ru + 2) < 0.05 and abs(rg - 27 / 8) < 0.05

# ---- worked case U = 20 t ----
E_uhf, occ_u, emp_u = solve_uhf(t, U)
E_ghf, occ_g, emp_g = solve_ghf(t, U)
H20 = t * T_many + U * D_many
for E, C in ((E_uhf, occ_u), (E_ghf, occ_g)):
    assert abs(expect(H20, many_state(C)) - E) < 1e-10
assert abs(solve_uhf(-t, U)[0] - E_uhf) < 1e-10
assert abs(solve_ghf(-t, U)[0] - E_ghf) < 1e-10
assert abs(exact_energy(-t, U) - exact_energy(t, U)) < 1e-10
print(f"U=20 t, leading terms: UHF {-4*t*t/U:.4f}, GHF {-4.5*t*t/U:.4f}, "
      f"exact {-6*t*t/U:.4f} t")
print(f"U=20 t, through t^4: UHF {-4/U-2/U**3:.7f}, "
      f"GHF {-4.5/U+27/8/U**3:.7f} t")
print(f"E_UHF - E_GHF = {E_uhf-E_ghf:.7f} t; t^2/(2U) = {t*t/(2*U):.7f} t")
print(f"GHF field parameter Delta = {closed_ghf(t, U)[1]:.5f} t")
s = spin_vectors(occ_g @ occ_g.conj().T)
length = np.linalg.norm(s, axis=1)
angles = [np.degrees(np.arccos(s[i] @ s[j] / length[i] / length[j]))
          for i, j in ((0, 1), (0, 2), (1, 2))]
assert np.allclose(angles, 120, atol=1e-5)
print("GHF angles between spins:", " ".join(f"{a:.3f}" for a in angles), "deg")
print(f"GHF local spin length = {length[0]:.5f} hbar")
su = spin_vectors(occ_u @ occ_u.conj().T)[:, 2]
print("UHF local S_z:", " ".join(f"{x:.5f}" for x in su), "hbar")
for u in (20.0, 80.0):
    s2u = expect(S2_many, many_state(solve_uhf(t, u)[1]))
    s2g = expect(S2_many, many_state(solve_ghf(t, u)[1]))
    print(f"<S^2> at U={u:.0f} t: UHF {s2u:.4f}, GHF {s2g:.4f} hbar^2")
assert abs(s2u - 1.75) < 0.01 and abs(s2g - 1.5) < 0.01


# ---- global search over determinants from random orbitals ----
def value_and_gradient(x):
    C = (x[:18] + 1j * x[18:]).reshape(6, 3)
    Sinv = np.linalg.inv(C.conj().T @ C)
    P = C @ Sinv @ C.conj().T
    G = (np.eye(6) - P) @ fock(P, t, U) @ C @ Sinv
    return energy_of_P(P, t, U), 2 * np.r_[G.real.ravel(), G.imag.ravel()]


collinear_mask = np.zeros((6, 3))
collinear_mask[:3, :2] = 1
collinear_mask[3:, 2] = 1
lowest = {}
for name, mask in (("collinear", collinear_mask), ("general", np.ones((6, 3)))):
    found = []
    for _ in range(12):
        x0 = rng.normal(size=36) * np.r_[mask.ravel(), mask.ravel()]
        found.append(minimize(value_and_gradient, x0, jac=True, method="BFGS",
                              options={"gtol": 1e-6, "maxiter": 1000}).fun)
    lowest[name] = min(found)
    print(f"lowest of 12 random starts, {name}: {lowest[name]:.7f} t")
assert abs(lowest["collinear"] - E_uhf) < 1e-7
assert abs(lowest["general"] - E_ghf) < 1e-7


# ---- energy at fixed spin directions, charge transfer relaxed ----
def relaxed_energy(occ, emp, u):
    off = ~np.eye(3, dtype=bool)

    def f(x):
        Z = np.zeros((3, 3), complex)
        Z[off] = x[:6] + 1j * x[6:]
        return energy_of_P(projector(occ + emp @ Z), t, u)
    return minimize(f, np.zeros(12), method="BFGS").fun


u_big = 200.0
for cant in (0, 30, 60):
    a = np.radians(cant)
    E = relaxed_energy(*spinors([a, -a, np.pi]), u_big)
    law = ((2 * np.cos(a) - 1)**2 - 9) / 2
    print(f"cant {cant} deg, U=200 t: E U/t^2 = {E*u_big:.4f}, law {law:.4f}")
    assert abs(E * u_big - law) < 0.01 * abs(law)
# random directions that do not lie in one plane
occ_r, emp_r = np.zeros((6, 3), complex), np.zeros((6, 3), complex)
for i in range(3):
    w = rng.normal(size=2) + 1j * rng.normal(size=2)
    w /= np.linalg.norm(w)
    occ_r[[i, i + 3], i] = w
    emp_r[[i, i + 3], i] = [-w[1].conj(), w[0].conj()]
n = 2 * spin_vectors(occ_r @ occ_r.conj().T)
law = -sum(1 - n[i] @ n[j] for i, j in ((0, 1), (0, 2), (1, 2)))
E = relaxed_energy(occ_r, emp_r, u_big)
print(f"random directions, U=200 t: E U/t^2 = {E*u_big:.4f}, law {law:.4f}")
assert abs(E * u_big - law) < 0.02 * abs(law)


# ---- orbital Hessians by finite differences of the energy ----
def orbital_hessian(occ, emp, u, step=3e-4):
    def f(x):
        Z = (x[:9] + 1j * x[9:]).reshape(3, 3)
        return energy_of_P(projector(occ + emp @ Z), t, u)
    unit, Hs = step * np.eye(18), np.zeros((18, 18))
    for i in range(18):
        for j in range(i + 1):
            a, b = unit[i], unit[j]
            Hs[i, j] = Hs[j, i] = (f(a + b) - f(a - b) - f(b - a)
                                   + f(-a - b)) / (4 * step**2)
    return Hs


same_spin = np.array([0, 1, 1])[:, None] == np.array([0, 0, 1])[None, :]
keep = np.where(np.r_[same_spin.ravel(), same_spin.ravel()])[0]
print("Lowest orbital Hessian eigenvalues times U/t^2:")
for u, tol in ((20.0, 0.2), (40.0, 0.05)):
    _, o, e = solve_uhf(t, u)
    Hs = orbital_hessian(o, e, u)
    wu = np.linalg.eigvalsh(Hs)
    w_col = np.linalg.eigvalsh(Hs[np.ix_(keep, keep)])[0]
    _, o, e = solve_ghf(t, u)
    wg = np.linalg.eigvalsh(orbital_hessian(o, e, u))
    print(f"U={u:.0f} t UHF:", " ".join(f"{x*u:.2f}" for x in wu[:6] + 0.0))
    print(f"U={u:.0f} t GHF:", " ".join(f"{x*u:.2f}" for x in wg[:6] + 0.0))
    print(f"   UHF, collinear variations only: lowest {w_col:.3f} t")
    assert np.allclose(wu[:2] * u, -4, rtol=tol)
    assert np.all(abs(wu[2:4]) < 1e-3) and wu[4] > 0.01 and w_col > 0
    assert np.all(abs(wg[:3]) < 1e-3)
    assert np.allclose(wg[3:6] * u, [6, 6, 12], rtol=tol)


# ---- undamped SCF started from a slightly canted UHF state ----
def canted_uhf(u, angle):
    R = np.eye(6)
    for i, a in ((0, angle), (1, -angle)):
        R[i, i] = R[i + 3, i + 3] = np.cos(a / 2)
        R[i, i + 3], R[i + 3, i] = -np.sin(a / 2), np.sin(a / 2)
    C = R @ solve_uhf(t, u)[1]
    return C @ C.conj().T


def scf_step(P, u):
    v = np.linalg.eigh(fock(P, t, u))[1][:, :3]
    return v @ v.conj().T


for u, tol in ((20.0, 0.2), (40.0, 0.05)):
    P = canted_uhf(u, 1e-4)
    size = []
    for _ in range(121):
        P = scf_step(P, u)
        sv = spin_vectors(P)
        size.append(abs(sv[0, 0] - sv[1, 0]))
    rate = np.log(size[120] / size[20]) / 100
    print(f"canting growth per iteration, U={u:.0f} t: {rate:.6f}, "
          f"2t^2/U^2 = {2*t*t/u**2:.6f}")
    assert abs(rate / (2 * t * t / u**2) - 1) < tol

P = canted_uhf(U, 0.01)
E_old, steps, early_change = energy_of_P(P, t, U), 0, None
while abs(E_old - E_ghf) > 1e-6 and steps < 20000:
    P = scf_step(P, U)
    E_new = energy_of_P(P, t, U)
    steps += 1
    if steps == 20:
        early_change = abs(E_new - E_old)
        early_gap = E_new - E_ghf
    E_old = E_new
assert abs(E_old - E_ghf) <= 1e-6
assert early_change < 1e-6 and early_gap > 0.01
print("SCF from UHF canted by 0.01 rad, U=20 t:")
print(f"   energy change in iteration 20: {early_change:.2e} t")
print(f"   energy above GHF at iteration 20: {early_gap:.6f} t")
print(f"   iterations to within 1e-6 t of GHF: {steps}")
print("verified")
```

It prints:

```
hopping t = 1.0 (energy unit), U = 20.0 t
Energies in t; R = (E - leading term) U^3/t^4
U=10 t: UHF -0.4016556, GHF -0.4465750, exact -0.5825757 t
   R: UHF -1.656, GHF 3.425, exact 17.424
U=20 t: UHF -0.2002389, GHF -0.2245765, exact -0.2977672 t
   R: UHF -1.911, GHF 3.388, exact 17.862
U=40 t: UHF -0.1000309, GHF -0.1124472, exact -0.1497193 t
   R: UHF -1.978, GHF 3.378, exact 17.966
U=80 t: UHF -0.0500039, GHF -0.0562434, exact -0.0749649 t
   R: UHF -1.994, GHF 3.376, exact 17.992
U=20 t, leading terms: UHF -0.2000, GHF -0.2250, exact -0.3000 t
U=20 t, through t^4: UHF -0.2002500, GHF -0.2245781 t
E_UHF - E_GHF = 0.0243377 t; t^2/(2U) = 0.0250000 t
GHF field parameter Delta = 9.92514 t
GHF angles between spins: 120.000 120.000 120.000 deg
GHF local spin length = 0.49626 hbar
UHF local S_z: 0.49748 0.49748 -0.49496 hbar
<S^2> at U=20 t: UHF 1.7300, GHF 1.4833 hbar^2
<S^2> at U=80 t: UHF 1.7488, GHF 1.4989 hbar^2
lowest of 12 random starts, collinear: -0.2002389 t
lowest of 12 random starts, general: -0.2245765 t
cant 0 deg, U=200 t: E U/t^2 = -4.0000, law -4.0000
cant 30 deg, U=200 t: E U/t^2 = -4.2320, law -4.2321
cant 60 deg, U=200 t: E U/t^2 = -4.4999, law -4.5000
random directions, U=200 t: E U/t^2 = -1.5641, law -1.5641
Lowest orbital Hessian eigenvalues times U/t^2:
U=20 t UHF: -3.86 -3.86 -0.00 -0.00 11.96 11.96
U=20 t GHF: -0.00 -0.00 -0.00 5.88 5.88 11.86
   UHF, collinear variations only: lowest 37.850 t
U=40 t UHF: -3.97 -3.97 -0.00 -0.00 11.99 11.99
U=40 t GHF: -0.00 -0.00 -0.00 5.97 5.97 11.97
   UHF, collinear variations only: lowest 77.937 t
canting growth per iteration, U=20 t: 0.004914, 2t^2/U^2 = 0.005000
canting growth per iteration, U=40 t: 0.001245, 2t^2/U^2 = 0.001250
SCF from UHF canted by 0.01 rad, U=20 t:
   energy change in iteration 20: 5.77e-08 t
   energy above GHF at iteration 20: 0.024332 t
   iterations to within 1e-6 t of GHF: 1608
verified
```
